# Electronic, Vibrational and Rotational Energy Scales in Diatomic Molecules

## Problem

A diatomic molecule X$_2$ has a bound, non-degenerate singlet electronic ground state without electronic angular momentum about the bond. Let $m$ be the electron mass, $M$ the reduced mass of the two nuclei, and $\varepsilon=m/M$.

(a) Find the power of $\varepsilon$ that governs each of these ratios: vibrational to electronic spacing, rotational to electronic spacing, and vibrational amplitude to bond length. Find the factors that multiply these powers.

(b) Determine how large the neglected corrections are.

(c) Evaluate the ratios for H$_2$, N$_2$ and I$_2$. Decide what these three molecules can and cannot say about the powers found in (a).

**Conventions.** Hartree atomic units are used, so $\hbar=m=1$ and $\varepsilon=1/M$. Energies are in hartrees ($E_h$) and lengths in bohrs ($a_0$). For two equal nuclei $M$ is half the nuclear mass. The numbers below use half the atomic mass, which is larger by the relative amount $Z\varepsilon/2$ for $Z$ electrons per atom. The electronic spacing $\Delta E$ is the lowest singlet excitation energy at the equilibrium bond length $R_e$. The vibrational spacing is the distance between neighbouring harmonic levels. The rotational spacing is the distance between $J=0$ and $J=1$. The amplitude $\sigma$ is the root-mean-square deviation of the bond length from its mean in the lowest level.

## Solution of (a)

### What the electrons supply

Hold the nuclei, of charge $Z$, at a distance $R$. The electronic Hamiltonian, including the nuclear repulsion, is

$$
H_{\rm el}=-\frac12\sum_i\nabla_i^2-\sum_{i}\left(\frac{Z}{r_{i1}}+\frac{Z}{r_{i2}}\right)+\sum_{i<j}\frac1{r_{ij}}+\frac{Z^2}{R},
$$

where $r_{i1}$ and $r_{i2}$ are the distances of electron $i$ from the two nuclei. The nuclear mass does not occur in it. Its lowest eigenvalue $E(R)$ is therefore a curve independent of $M$, and so are the three numbers needed below: the position $R_e$ of its minimum, the force constant $k=E''(R_e)$, and the gap $\Delta E$.

Their usual size follows from an estimate. Confining an electron to a length $a$ costs a kinetic energy of order $\hbar^2/(ma^2)$. For $a$ near one bohr this is of order one hartree. Moving a nucleus by such a length changes the electron cloud appreciably, so the energy changes by a sizeable part of a hartree. This suggests that $R_e$, $k$ and $\Delta E$ are numbers not very far from one in atomic units. It is an expectation, not a theorem, and part (c) checks it.

### Motion of the nuclei

In the Born–Oppenheimer approximation $E(R)$ is the potential energy of the nuclei. Their relative motion has the Hamiltonian $-\nabla_R^2/(2M)+E(R)$. Write the wavefunction as $u(R)/R$ times a spherical harmonic of angular momentum $J$. The factor $1/R$ removes the first derivative from the Laplacian, and the angular part gives $J(J+1)/R^2$:

$$
\left[-\frac1{2M}\frac{d^2}{dR^2}+\frac{J(J+1)}{2MR^2}+E(R)\right]u=\mathcal E u .
$$

**Vibration.** Put $J=0$ and $x=R-R_e$. Since $E'(R_e)=0$, the leading expansion is $E(R)\approx E(R_e)+kx^2/2$. This is a harmonic oscillator of mass $M$ with level spacing

$$
\omega=\sqrt{\frac kM}=\sqrt k\,\varepsilon^{1/2}.
$$

**Rotation.** Hold $R$ at $R_e$ in the angular term. Its value is zero for $J=0$ and $2/(2MR_e^2)$ for $J=1$. The spacing, written $2B$ with the rotational constant $B=1/(2MR_e^2)$, is

$$
2B=\frac1{MR_e^2}=\frac{\varepsilon}{R_e^2}.
$$

For a molecule of two equal atoms this is an energy scale, not the position of an allowed dipole line.

**Amplitude.** The lowest oscillator state is $u\propto e^{-M\omega x^2/2}$. To check this, differentiate twice:

$$
-\frac{u''}{2M}=-\frac{M^2\omega^2x^2-M\omega}{2M}\,u=\left(\frac\omega2-\frac{M\omega^2x^2}2\right)u .
$$

Adding the potential $kx^2/2=M\omega^2x^2/2$ leaves $(\omega/2)u$, as required. The probability density is $u^2\propto e^{-M\omega x^2}$. A Gaussian $e^{-x^2/(2\sigma^2)}$ has variance $\sigma^2$, so

$$
\sigma^2=\frac1{2M\omega}=\frac1{2\sqrt{kM}},\qquad
\sigma=(4kM)^{-1/4}=\frac{\varepsilon^{1/4}}{\sqrt2\,k^{1/4}} .
$$

### The ratios

Division by $\Delta E$ and by $R_e$ gives

$$
\frac{\omega}{\Delta E}=A_v\,\varepsilon^{1/2},\qquad
\frac{2B}{\Delta E}=A_r\,\varepsilon,\qquad
\frac{\sigma}{R_e}=A_x\,\varepsilon^{1/4},
$$

$$
A_v=\frac{\sqrt k}{\Delta E},\qquad
A_r=\frac1{R_e^2\,\Delta E},\qquad
A_x=\frac1{\sqrt2\,k^{1/4}R_e}.
$$

Here $k$, $R_e$ and $\Delta E$ stand for their numerical values in atomic units. None of the prefactors contains $M$. If all are of order one, the electronic, vibrational and rotational spacings stand roughly as $1:(m/M)^{1/2}:m/M$, and the amplitude is roughly $(m/M)^{1/4}$ of the bond length. Using the atomic mass in place of the reduced mass would change the prefactors by $\sqrt2$, $2$ and $2^{1/4}$, but not the powers.

The powers have a simple origin. Vibration and rotation both owe their quantum energies to the large mass $M$. A rotating molecule has no restoring force, so its energy is purely kinetic and falls as $1/M$. A vibrating molecule is held by a spring that the electrons supply and that does not weaken as $M$ grows, so its frequency falls only as $M^{-1/2}$. The two motions are linked by

$$
\frac{2B}{\omega}=\frac1{M\omega R_e^2}=2\left(\frac{\sigma}{R_e}\right)^2,
$$

where $1/(M\omega)=2\sigma^2$ was used. The rotational spacing is small beside the vibrational one because the amplitude is small beside the bond length.

## Solution of (b)

### Anharmonicity

Use the length $s=(kM)^{-1/4}$ and write $x=sy$. Then $1/(Ms^2)=ks^2=\omega$, and the oscillator Hamiltonian becomes $(\omega/2)(-d^2/dy^2+y^2)$. In low levels $y$ is of order one. The next terms of the expansion, with $g=E'''(R_e)$ and $h=E''''(R_e)$, are

$$
\frac g6 s^3y^3+\frac h{24}s^4y^4,\qquad s^3\propto\varepsilon^{3/4},\qquad s^4\propto\varepsilon .
$$

The cubic term is odd in $y$, so its mean value in an oscillator state vanishes. In second order it contributes its square divided by an oscillator spacing, which is of order $\varepsilon^{3/2}/\varepsilon^{1/2}=\varepsilon$. The quartic term contributes in first order, also at order $\varepsilon$. Compared with $\omega\propto\varepsilon^{1/2}$, the relative correction to the vibrational spacing is of order $\varepsilon^{1/2}$.

For rotation, replace $1/R_e^2$ by the mean

$$
\left\langle\frac1{R^2}\right\rangle\approx\frac1{R_e^2}\left(1-\frac{2\langle x\rangle}{R_e}+\frac{3\langle x^2\rangle}{R_e^2}\right).
$$

In a stationary state the mean force is zero, so to this order $k\langle x\rangle+g\langle x^2\rangle/2=0$. Both $\langle x\rangle$ and $\langle x^2\rangle$ are thus of order $\varepsilon^{1/2}$, and so is the relative correction. This mean is the first-order effect of the angular term. Its part linear in $x$, $-J(J+1)x/(MR_e^3)$, is of order $\varepsilon\cdot\varepsilon^{1/4}$, so in second order it gives $\varepsilon^{5/2}/\varepsilon^{1/2}=\varepsilon^2$, only a relative order $\varepsilon$ of $2B$. The amplitude behaves alike: the cubic term is of relative order $\varepsilon^{1/4}$ but odd, so it changes the variance first through its square.

### The separation of electrons and nuclei

Let $\phi(R)$ be the real, normalized electronic ground state and $\chi(R)$ the nuclear wavefunction. The nuclear kinetic energy acts on both factors:

$$
-\frac1{2M}\nabla_R^2(\phi\chi)=-\frac1{2M}\left(\phi\nabla_R^2\chi+2\nabla_R\phi\cdot\nabla_R\chi+\chi\nabla_R^2\phi\right).
$$

Project on $\phi$ by integrating over the electrons. The middle term drops out, because $\langle\phi|\nabla_R\phi\rangle=\tfrac12\nabla_R\langle\phi|\phi\rangle=0$. Differentiating this zero once more gives $\langle\phi|\nabla_R^2\phi\rangle=-\langle\nabla_R\phi|\nabla_R\phi\rangle$. What remains beyond the kinetic energy of $\chi$ is the diagonal correction

$$
\frac1{2M}\langle\nabla_R\phi|\nabla_R\phi\rangle .
$$

It carries the same power $\varepsilon$ as the rotational spacing, though its prefactor need not be near one: at the level of theory used in (c) it is about $0.3$ times $2B$ for H$_2$ and about a hundred times $2B$ for N$_2$. Yet it does not spoil the rotational estimate. Its value at $R_e$ shifts all levels of the electronic state together and cancels from their differences. Its dependence on $R$ changes $k$ and $R_e$ by order $\varepsilon$, and so changes both spacings by a relative order $\varepsilon$. The recoil of the nuclear centre against the electrons adds another smooth energy of order $1/M$, with the same consequence.

The middle term also couples $\phi$ to excited electronic states. In a low vibrational level $\nabla_R\chi$ is of order $\chi/\sigma\propto M^{1/4}\chi$, so the coupling is of order $M^{-3/4}$. This radial part reaches only states with the symmetry of the ground state, so the gap in the denominator is the one to the nearest such state and need not be $\Delta E$. The lowest excited singlets of the three molecules in (c) are all ungerade and are not reached at all. With a gap of ordinary size, the second-order energy is of order $M^{-3/2}$, again a relative order $1/M$ of $\omega$. The angular part of the gradient brings no factor $1/\sigma$. Its coupling is of order $1/M$ and its second-order energy $1/M^2$, a relative order $1/M$ of $2B$.

### A solvable case

Let a light particle of mass one at $x$ and a heavy one of mass $M$ at $X$ have the potential energy

$$
\frac a2(x-X)^2+\frac b2x^2+\frac c2X^2 .
$$

For fixed $X$ the potential is lowest at $x=aX/(a+b)$. Inserting this gives $kX^2/2$ with

$$
k=a+c-\frac{a^2}{a+b}=c+\frac{ab}{a+b}.
$$

The zero-point energy of the light particle does not depend on $X$, so the adiabatic frequency is $\sqrt{k/M}$. The exact squared frequencies $\lambda_f$ (fast) and $\lambda_s$ (slow) are the eigenvalues of the mass-weighted matrix of second derivatives. Its determinant and trace give

$$
\lambda_f\lambda_s=\frac{(a+b)(a+c)-a^2}{M}=\frac{(a+b)k}{M},\qquad
\lambda_f+\lambda_s=a+b+\frac{a+c}{M}.
$$

To leading order $\lambda_s=k/M$. The trace then gives $\lambda_f=a+b+(a+c-k)/M$ up to order $1/M^2$, and $a+c-k=a^2/(a+b)$. Dividing the determinant by $\lambda_f$ gives

$$
\lambda_s\approx\frac kM\left[1-\frac{a^2}{(a+b)^2M}\right],\qquad
\sqrt{\lambda_s}\approx\sqrt{\frac kM}\left[1-\frac{a^2}{2(a+b)^2M}\right].
$$

For $a=b=c=1\,E_h/a_0^2$ and the reduced mass of H$_2$, $M=918.7$, the error of the adiabatic frequency, relative to $\sqrt{k/M}$, is $1/(8\times918.7)=1.36\times10^{-4}$. Exact normal modes give the same value.

## Solution of (c)

### The three molecules

The electronic data come from restricted Hartree–Fock calculations in the def2-SVP basis, with its effective core potential on iodine. The gap comes from configuration interaction singles, which mixes all states with one electron promoted from an occupied to an empty orbital. Spin–orbit coupling is left out. This level serves to fix sizes; its error relative to measured spectra is not assessed here. The values are not converged in the basis. With aug-cc-pVTZ for H$_2$ and def2-TZVP for N$_2$ and I$_2$, the triple ($R_e$, $k$, $\Delta E$) becomes (1.39, 0.401, 0.470), (2.01, 1.98, 0.341) and about (5.03, 0.13, 0.107). The prefactors below then shift by up to 13 percent and stay between 0.23 and 4.3, and the apparent slopes given later move by up to 0.04. The extra digits are kept only so that the arithmetic can be followed. Mean atomic masses are used.

| Quantity | H$_2$ | N$_2$ | I$_2$ |
|---|---:|---:|---:|
| $M/m$ | 918.7 | 12767 | 115666 |
| $R_e$ ($a_0$) | 1.41 | 2.03 | 5.08 |
| $k$ ($E_h/a_0^2$) | 0.402 | 2.07 | 0.125 |
| $\Delta E$ ($E_h$) | 0.515 | 0.336 | 0.0987 |
| $\omega$ ($10^{-3}E_h$) | 20.9 | 12.7 | 1.04 |
| $2B$ ($10^{-6}E_h$) | 546 | 19.0 | 0.335 |
| $\sigma$ ($a_0$) | 0.161 | 0.0555 | 0.0645 |

In customary units the electronic gaps are 14.0, 9.1 and 2.7 eV. The vibrational spacings are about 4590, 2790 and 228 cm$^{-1}$, and the rotational ones about 120, 4.18 and 0.0735 cm$^{-1}$.

For H$_2$ the arithmetic of the prefactors is

$$
A_v=\frac{\sqrt{0.4016}}{0.5150}=1.23,\qquad
A_r=\frac1{1.4115^2\times0.5150}=0.975,
$$

$$
A_x=\frac1{\sqrt2\times0.4016^{1/4}\times1.4115}=0.629 .
$$

With $\varepsilon^{1/2}=0.0330$, $\varepsilon=1.088\times10^{-3}$ and $\varepsilon^{1/4}=0.182$, the three ratios are $0.0406$, $1.06\times10^{-3}$ and $0.114$. The next table sets the bare powers beside the ratios for all three molecules.

| Ratio | Entry | H$_2$ | N$_2$ | I$_2$ |
|---|---|---:|---:|---:|
| $\omega/\Delta E$ | $\varepsilon^{1/2}$ | 0.0330 | 0.00885 | 0.00294 |
| | ratio | 0.0406 | 0.0379 | 0.0105 |
| | $A_v$ | 1.23 | 4.28 | 3.58 |
| $2B/\Delta E$ | $10^6\varepsilon$ | 1088 | 78.3 | 8.65 |
| | $10^6\,\times$ ratio | 1061 | 56.7 | 3.39 |
| | $A_r$ | 0.975 | 0.724 | 0.392 |
| $\sigma/R_e$ | $\varepsilon^{1/4}$ | 0.182 | 0.0941 | 0.0542 |
| | ratio | 0.114 | 0.0274 | 0.0127 |
| | $A_x$ | 0.629 | 0.291 | 0.234 |

All nine prefactors lie between 0.23 and 4.3. The bare powers therefore give the right order of magnitude, and the order electronic, vibrational, rotational is well separated in each molecule.

The large values of $A_v$ have a visible source. Squaring $A_v$ gives

$$
A_v^2=\frac k{\Delta E^2}=A_r\,\frac{kR_e^2}{\Delta E}.
$$

The quantity $kR_e^2$ is an energy scale built from the curvature at the minimum; it is not the true cost of stretching by a whole bond length, where the harmonic form no longer holds. If it were comparable with the gap, $A_v^2$ and $A_r$ would be comparable. The computed values of $kR_e^2/\Delta E$ are 1.55, 25.3 and 32.6. For N$_2$ this gives $A_v=\sqrt{0.724\times25.32}=4.28$. With $A_r$ of order one, the low vibrational estimate for N$_2$ and I$_2$ is thus the same statement as a gap much smaller than the scale $kR_e^2$.

### Why these molecules do not measure the powers

From H$_2$ to N$_2$ the mass grows almost fourteenfold, yet $\omega/\Delta E$ barely falls, from 0.0406 to 0.0379. The growth of $A_v$ nearly cancels the effect of the mass. In general, if a ratio is $A\,\varepsilon^p$, a straight line drawn through H$_2$ and I$_2$ on logarithmic axes has the slope

$$
p_{\rm app}=p+\frac{\ln\left(A_{{\rm H}_2}/A_{{\rm I}_2}\right)}{\ln\left(M_{{\rm I}_2}/M_{{\rm H}_2}\right)} .
$$

For the vibrational ratio this is $0.5+\ln(1.231/3.578)/\ln(125.9)=0.28$. The rotational ratio gives 1.19 in place of 1, and the amplitude 0.45 in place of 0.25. These numbers do not contradict the scaling laws. They mix the change of mass with the change of electronic structure.

A measurement of the powers must keep the electronic curve fixed and change the mass alone. This was done numerically for the H$_2$ curve by solving the radial equation, anharmonicity included, for the true $M$ and for masses up to $10^4$ times larger. Over the heaviest decade the vibrational spacing, the rotational spacing and the amplitude vary as $M$ to the powers $-0.4996$, $-0.9998$ and $-0.2501$. As $\Delta E$ and $R_e$ are fixed, the ratios have the same powers.

At the true mass of H$_2$ the radial equation gives 0.9549, 0.9774 and 1.0155 times the leading-order values of $\omega$, $2B$ and $\sigma$. The vibrational deviation of 4.5 percent, relative to the harmonic spacing, falls to 0.046 percent when $M$ is $10^4$ times larger. This is close to the hundredfold decrease expected of a correction of order $\varepsilon^{1/2}$.

### Where the estimate fails

The prefactors show the first two limits. If $\Delta E$ becomes very small while $k$ and $R_e$ stay of ordinary size, $A_v$ and $A_r$ become large. Whether the separation of electrons and nuclei fails too depends on symmetry. Near a narrowly avoided crossing with a state of the same symmetry, the effect of the coupling, which has the gap in its denominator, ceases to be small. Between states of different symmetry, which can truly cross, the radial coupling vanishes, and in the Hamiltonian used here only the angular part of the gradient can connect them, where its selection rule allows. Spin–orbit coupling, left out here and strong in iodine, also connects singlets with triplets, and the lowest triplets lie below $\Delta E$. If $k$ becomes very small at fixed $R_e$, $A_x$ grows, though only as $k^{-1/4}$. Real weak bonds are usually also long, so $A_x$ need not be large for them. What the expansion about $R_e$ requires is that $\sigma$ be small beside the range over which $E(R)$ is close to a parabola.

The third limit is high excitation. In the harmonic level $v$ half of the energy $(v+\tfrac12)\omega$ is potential, so $k\langle x^2\rangle/2=(v+\tfrac12)\omega/2$ and the amplitude is $\sigma\sqrt{2v+1}$. Likewise the rigid-rotor spacing between $J$ and $J+1$ is $2B(J+1)$. The powers of $\varepsilon$ describe levels with fixed, small $v$ and $J$; they do not limit the amplitude or the spacing when these numbers are large.

## Calculated quantities

```
RHF/def2-SVP, CIS gap; eps = m_e/M, M = reduced mass
H2: M = 918.7 m_e
  R_e = 1.4115 a0, k = 0.4016 Eh/a0^2
  electronic gap = 0.5150 Eh = 14.01 eV
  vibrational = 2.0908e-02 Eh = 4588.8 cm^-1
  rotational 2B = 5.4633e-04 Eh = 119.9059 cm^-1
  rms amplitude = 0.1613 a0
  eps^1/2, eps, eps^1/4 = 3.299e-02, 1.088e-03, 1.816e-01
  vib/el, rot/el, amp/R_e = 4.060e-02, 1.061e-03, 1.143e-01
  prefactors A_v, A_r, A_x = 1.231, 0.975, 0.629
  k R_e^2 / gap = 1.55
N2: M = 12766.6 m_e
  R_e = 2.0286 a0, k = 2.0663 Eh/a0^2
  electronic gap = 0.3358 Eh = 9.14 eV
  vibrational = 1.2722e-02 Eh = 2792.2 cm^-1
  rotational 2B = 1.9033e-05 Eh = 4.1773 cm^-1
  rms amplitude = 0.0555 a0
  eps^1/2, eps, eps^1/4 = 8.850e-03, 7.833e-05, 9.408e-02
  vib/el, rot/el, amp/R_e = 3.788e-02, 5.668e-05, 2.735e-02
  prefactors A_v, A_r, A_x = 4.280, 0.724, 0.291
  k R_e^2 / gap = 25.32
I2: M = 115666.3 m_e
  R_e = 5.0821 a0, k = 0.1248 Eh/a0^2
  electronic gap = 0.0987 Eh = 2.69 eV
  vibrational = 1.0386e-03 Eh = 227.9 cm^-1
  rotational 2B = 3.3474e-07 Eh = 0.0735 cm^-1
  rms amplitude = 0.0645 a0
  eps^1/2, eps, eps^1/4 = 2.940e-03, 8.646e-06, 5.422e-02
  vib/el, rot/el, amp/R_e = 1.052e-02, 3.390e-06, 1.269e-02
  prefactors A_v, A_r, A_x = 3.578, 0.392, 0.234
  k R_e^2 / gap = 32.64
Apparent powers of eps from H2 and I2 alone:
  vib/el, rot/el, amp/R_e = 0.279, 1.188, 0.454
H2 curve, diagonalized; M multiplied by factor:
  factor, vib/Eh, rot/Eh, amp/a0, 1-vib/harmonic
  1, 1.9965e-02, 5.3398e-04, 0.16383, 4.526e-02
  10, 6.5169e-03, 5.4257e-05, 0.09116, 1.450e-02
  100, 2.0815e-03, 5.4515e-06, 0.05109, 4.603e-03
  1000, 6.6031e-04, 5.4596e-07, 0.02870, 1.457e-03
  10000, 2.0902e-04, 5.4621e-08, 0.01613, 4.610e-04
Powers of M over the heaviest decade:
  vib -0.4996, rot -0.9998, amp -0.2501
  relative anharmonic deviation -0.4998
Diagonalized/leading-order values at true H2 mass:
  vib, rot, amp = 0.9549, 0.9774, 1.0155
(rot/vib)/(2 amp^2/R_e^2), heaviest M = 0.99994
Coupled model, a = b = c = 1 Eh/a0^2, M of H2:
  relative adiabatic frequency error = 1.361e-04
  its power of M = -1.0002
```
